# Appendix: the Coulomb tensor of the t2g orbitals

## What fails without the projection

A three-orbital model of a cubic transition-metal site needs an intra-orbital repulsion $U$, an inter-orbital repulsion $U'$ and a Hund coupling $J$. An atomic calculation delivers Slater integrals $F^0,F^2,F^4$, or the averages over the whole d shell, $U_{\rm av}=F^0$ and $J_{\rm av}=(F^2+F^4)/14$. Inserting the averages into the three-orbital Hamiltonian is wrong: for the Hartree–Fock 3d orbital of Zn$^{2+}$ treated below, the t2g value of $J$ is $0.772\,J_{\rm av}$, and $U$ exceeds $U_{\rm av}$ by 0.287 aJ. Choosing $U'$ freely is a second error. For atomic orbitals any choice other than $U'=U-2J$ splits two levels that are degenerate in the three-orbital model and makes the interaction depend on which orthogonal combinations of the three orbitals the code happens to use. The correct values are

$$U=F^0+\tfrac{4}{49}(F^2+F^4),\qquad J=\tfrac{3}{49}F^2+\tfrac{20}{441}F^4,\qquad U'=U-2J .$$

They hold for orbitals that are one radial function times a pure $l=2$ harmonic, with a central interaction. Cubic symmetry alone does not give $U'=U-2J$.

## Conventions

The orbitals are $\phi_a(\mathbf r)=R(r)Y_a(\mathbf n)$, with $R$ real, common to all three and normalized by $\int R^2r^2dr=1$. On the unit sphere $Y_{xy}=Nxy$, $Y_{yz}=Nyz$, $Y_{xz}=Nxz$. The tensor and the Hamiltonian are

$$V_{abcd}=\iint\phi_a^*(\mathbf r)\phi_b^*(\mathbf r')\frac{e^2}{4\pi\epsilon_0|\mathbf r-\mathbf r'|}\phi_c(\mathbf r)\phi_d(\mathbf r')\,d^3r\,d^3r',$$

$$H=\tfrac12\sum V_{abcd}\,c^\dagger_{a\sigma}c^\dagger_{b\sigma'}c_{d\sigma'}c_{c\sigma}.$$

An integral library in chemists' order returns $(ac|bd)=V_{abcd}$. For $a\ne b$ define $U=V_{aaaa}$, $U'=V_{abab}$, the exchange $J_X=V_{abba}$ and the pair hopping $J_P=V_{aabb}$. Energies are in attojoules (aJ), and $J$ always means the Hund coupling.

## Radial and angular factors

With $\mu=\mathbf n\cdot\mathbf n'$, the Legendre polynomials are defined by $(1-2\mu t+t^2)^{-1/2}=\sum_kt^kP_k(\mu)$, and $P_k(1)=1$. Setting $t=r_</r_>$ gives $1/|\mathbf r-\mathbf r'|=\sum_k r_<^kr_>^{-k-1}P_k(\mu)$, so

$$V_{abcd}=\sum_ka_kF^k,\qquad a_k=\iint Y_a^*Y_c(\mathbf n)\,P_k(\mu)\,Y_b^*Y_d(\mathbf n')\,d\Omega\,d\Omega',$$

$$F^k=\frac{e^2}{4\pi\epsilon_0}\iint R^2(r)R^2(s)\frac{r_<^k}{r_>^{k+1}}\,r^2s^2\,dr\,ds .$$

These $F^k$ carry no Condon–Shortley denominators; the subscripted integrals are $F_2=F^2/49$ and $F_4=F^4/441$. Since $r_<\le r_>$, $F^0>F^2>F^4>0$.

The kernel $P_k$ projects on harmonics of degree $k$. Call $h_k$ a homogeneous polynomial of degree $k$ with $\Delta h_k=0$.

1. Green's identity on the unit ball gives $0=\oint(h_k\partial_rh_l-h_l\partial_rh_k)\,d\Omega=(l-k)\oint h_kh_l\,d\Omega$, so different degrees are orthogonal.
2. $r'^kP_k(\mathbf n\cdot\mathbf n')$ is such a polynomial in $\mathbf r'$, because it is the degree-$k$ term of $1/|\mathbf n-\mathbf r'|$, which is harmonic for $r'<1$.
3. In $\int P_k(\mu)h_k(\mathbf n')d\Omega'$, $h_k$ may be replaced by its average over rotations about $\mathbf n$, since $P_k(\mu)$ is unchanged by them. The average is harmonic and axial, so it solves Legendre's equation, whose only polynomial solution is proportional to $P_k$; its value on the axis is $h_k(\mathbf n)$, so it equals $h_k(\mathbf n)P_k(\mu)$.
4. Integrating the squared generating function, $\int_{-1}^1d\mu/(1-2\mu t+t^2)=t^{-1}\ln\frac{1+t}{1-t}=\sum_k\frac{2t^{2k}}{2k+1}$, gives $\int P_k^2d\mu=2/(2k+1)$.

Therefore, for $f=\sum_lh_l$ on the sphere,

$$\int P_k(\mathbf n\cdot\mathbf n')f(\mathbf n')\,d\Omega'=\frac{4\pi}{2k+1}h_k(\mathbf n).$$

Writing the same projector with an orthonormal basis gives the addition theorem $P_k(\mu)=\frac{4\pi}{2k+1}\sum_qY_{kq}(\mathbf n)Y^*_{kq}(\mathbf n')$.

## The d-shell tensor and its projection

For complex orbitals $Y_{2m}$ the addition theorem factorizes $a_k$. Define the real number $c^k(m,m')=\sqrt{4\pi/(2k+1)}\int Y^*_{2m}Y_{k,m-m'}Y_{2m'}d\Omega$. The azimuthal integral over $\mathbf n$ forces $q=m_1-m_3$. The factor over $\mathbf n'$ is the complex conjugate of $\int Y^*_{2m_4}Y_{kq}Y_{2m_2}$, which forces $q=m_4-m_2$. Hence

$$a_k(m_1m_2m_3m_4)=\delta_{m_1+m_2,\,m_3+m_4}\,c^k(m_1,m_3)\,c^k(m_4,m_2).$$

With Condon–Shortley phases, $Y_{2,\pm2}=\sqrt{15/32\pi}\,(x\pm iy)^2$ and $Y_{2,\pm1}=\mp\sqrt{15/8\pi}\,z(x\pm iy)$. Using $(x-iy)^2-(x+iy)^2=-4ixy$, $(x-iy)-(x+iy)=-2iy$ and $(x-iy)+(x+iy)=2x$,

$$Y_{xy}=\tfrac{i}{\sqrt2}(Y_{2,-2}-Y_{22}),\quad Y_{yz}=\tfrac{i}{\sqrt2}(Y_{2,-1}+Y_{21}),\quad Y_{xz}=\tfrac{1}{\sqrt2}(Y_{2,-1}-Y_{21}),$$

each with $N^2=15/4\pi$. If $Y_a=\sum_mY_{2m}T_{ma}$, the projected tensor is $V_{abcd}=\sum T^*_{m_1a}T^*_{m_2b}T_{m_3c}T_{m_4d}V_{m_1m_2m_3m_4}$; the conjugates belong to the first two indices. Because $a_k$ is linear in each orbital factor, this sum is the integral $a_k$ with the real functions inserted, which is evaluated below without Gaunt tables.

Only 21 of the 81 elements survive. The interaction is unchanged when $x\to-x$ and $x'\to-x'$ together, which flips the sign of $xy$ and $xz$; so the count $n_{xy}+n_{xz}$ among the four indices must be even, and likewise $n_{xy}+n_{yz}$ and $n_{yz}+n_{xz}$. The three counts then share one parity, and three odd numbers cannot sum to 4, so each orbital occurs an even number of times. This leaves the patterns $aaaa$ (3 elements) and $abab$, $abba$, $aabb$ (6 each). The rotation $x\to y\to z\to x$ permutes the orbitals cyclically, and $\mathbf r\leftrightarrow\mathbf r'$ exchanges $a$ and $b$ in $abab$ and $abba$, so $aaaa$, $abab$ and $abba$ each have one value. For real orbitals both $V_{abba}$ and $V_{aabb}$ contain $\phi_a\phi_b(\mathbf r)\,\phi_a\phi_b(\mathbf r')$, so $aabb$ has the same value as $abba$, and $J_X=J_P\equiv J$. These arguments use cubic symmetry and reality only, and leave three independent numbers.

## Angular coefficients

Write $Y_aY_c=N^2p$ and $Y_bY_d=N^2p'$ with quartic monomials $p,p'$, and let $\langle\cdot\rangle=\int\cdot\,d\Omega/4\pi$. The projector gives

$$a_k=N^4\,\frac{4\pi}{2k+1}\,4\pi\langle h_kh'_k\rangle=\frac{225}{2k+1}\langle h_kh'_k\rangle ,$$

with prefactors 225, 45 and 25 for $k=0,2,4$.

To split a quartic as $p=h_4+r^2h_2+r^4h_0$, use $\Delta(r^2h_2)=6h_2+4\,\mathbf r\cdot\nabla h_2=14h_2$, $\Delta r^4=20r^2$ and $\Delta r^2=6$. Then $\Delta p=14h_2+20r^2h_0$ and $\Delta^2p=120h_0$, so

$$h_0=\frac{\Delta^2p}{120},\qquad h_2=\frac{\Delta p}{14}-\frac{r^2\Delta^2p}{84},$$

where $20/(14\cdot120)=1/84$. The remainder $h_4$ then has zero Laplacian by construction, and only $k=0,2,4$ occur. Orthogonality of the degrees makes $h_4$ itself unnecessary: $\langle h_4h_4'\rangle=\langle pp'\rangle-\langle h_2h_2'\rangle-h_0h_0'$.

Sphere averages follow from the integral of $x^{2\alpha}y^{2\beta}z^{2\gamma}e^{-r^2/2}$ over space, with $n=\alpha+\beta+\gamma$. In Cartesian form it is $(2\pi)^{3/2}(2\alpha-1)!!(2\beta-1)!!(2\gamma-1)!!$. In spherical form it is $4\pi\langle\cdot\rangle\int_0^\infty r^{2n+2}e^{-r^2/2}dr=4\pi\sqrt{\pi/2}\,(2n+1)!!\,\langle\cdot\rangle$, and $4\pi\sqrt{\pi/2}=(2\pi)^{3/2}$. Thus

$$\langle x^{2\alpha}y^{2\beta}z^{2\gamma}\rangle=\frac{(2\alpha-1)!!\,(2\beta-1)!!\,(2\gamma-1)!!}{(2n+1)!!}.$$

The cases needed are $\langle z^2\rangle=\frac13$, $\langle z^4\rangle=\frac15$, $\langle x^2y^2\rangle=\frac1{15}$ (which confirms $4\pi N^2/15=1$), $\langle x^4y^4\rangle=\frac{9}{945}=\frac1{105}$ and $\langle x^2y^2z^4\rangle=\frac3{945}=\frac1{315}$.

For $p=x^2y^2$: $\Delta p=2(x^2+y^2)=2(r^2-z^2)$ and $\Delta^2p=8$, so $h_0=\frac1{15}$ and $h_2=\frac{r^2-z^2}{7}-\frac{2r^2}{21}=\frac{r^2-3z^2}{21}$. Permuting axes gives $(r^2-3x^2)/21$ for $y^2z^2$ and $(r^2-3y^2)/21$ for $x^2z^2$. For $p=xyz^2$: $\Delta p=2xy$ and $\Delta^2p=0$, so $h_0=0$ and $h_2=xy/7$.

**Intra-orbital**, $p=p'=x^2y^2$. Here $a_0=225/15^2=1$. Next $\langle h_2^2\rangle=(1-2+\frac95)/441=\frac4{2205}$, so $a_2=\frac{180}{2205}=\frac4{49}$. Finally $\langle h_4^2\rangle=\frac1{105}-\frac4{2205}-\frac1{225}=\frac{105-20-49}{11025}=\frac{36}{11025}$, so $a_4=\frac{36}{441}=\frac4{49}$.

**Inter-orbital**, $p=y^2z^2$, $p'=x^2z^2$. Again $a_0=1$. Next $\langle(1-3x^2)(1-3y^2)\rangle=1-1-1+\frac9{15}=-\frac25$, so $\langle h_2h_2'\rangle=-\frac2{2205}$ and $a_2=-\frac2{49}$. Finally $\langle h_4h_4'\rangle=\frac1{315}+\frac2{2205}-\frac1{225}=\frac{35+10-49}{11025}=-\frac4{11025}$, so $a_4=-\frac4{441}$.

**Exchange**, $p=p'=xyz^2$. Here $a_0=0$, because the orbitals are orthogonal. Next $\langle h_2^2\rangle=\frac1{49\cdot15}=\frac1{735}$, so $a_2=\frac{45}{735}=\frac3{49}$. Finally $\langle h_4^2\rangle=\frac1{315}-\frac1{735}=\frac{35-15}{11025}=\frac{20}{11025}$, so $a_4=\frac{20}{441}$.

This establishes $U$ and $J$, together with $U'=F^0-\frac2{49}F^2-\frac4{441}F^4$. The difference $D\equiv U-U'-2J$ vanishes for each $k$ separately:

$$D=(1-1-0)F^0+\frac{4+2-6}{49}F^2+\frac{36+4-40}{441}F^4=0 .$$

In Racah parameters $A=F^0-\frac{49}{441}F^4$, $B=\frac1{49}F^2-\frac5{441}F^4$, $C=\frac{35}{441}F^4$ one has $U=A+4B+3C$, $U'=A-2B+C$, $J=3B+C$; the $F^4$ numerators are $-49-20+105=36$, $-49+10+35=-4$ and $-15+35=20$.

## Why $D=0$: a rotation about $z$

A general rotation carries t2g orbitals into eg orbitals, but a rotation about $z$ keeps the pair $xz,yz$ closed: $xz\to(x\cos\theta+y\sin\theta)z$, with $R(r)$ unchanged. For $\phi_\theta=c\,\phi_{xz}+s\,\phi_{yz}$, $c=\cos\theta$, $s=\sin\theta$, the self-repulsion collects $c^4U+s^4U$ and six terms of weight $c^2s^2$, two from each of $abab$, $abba$, $aabb$. With $c^4+s^4=1-2c^2s^2$,

$$U(\theta)=U(c^4+s^4)+2c^2s^2(U'+2J)=U-2c^2s^2D .$$

This holds for any real cubic set. If $\phi_\theta$ is also a rigidly rotated copy of $\phi_{xz}$ and the interaction depends on $|\mathbf r-\mathbf r'|$ alone, then $U(\theta)=U$ and $D=0$. The form $1/r$ was not used. For a central kernel $V=\sum_kv_k(r,s)P_k(\mu)$, with $v_k=\frac{2k+1}2\int VP_k\,d\mu$ by the norm of $P_k$, the expressions for $U$, $U'$ and $J$ stand with $v_k$ replacing $e^2r_<^k/(4\pi\epsilon_0r_>^{k+1})$ in $F^k$. The ordering $F^0>F^2>F^4$ was derived from the Coulomb form and need not hold for other kernels.

## Forms for implementation

The cubic tensor can be written

$$V_{abcd}=U'\delta_{ac}\delta_{bd}+J(\delta_{ad}\delta_{bc}+\delta_{ab}\delta_{cd})+D\,\delta_{abcd},$$

where $\delta_{abcd}=1$ only for four equal indices, giving $U'+2J+D=U$. Products of two Kronecker deltas are invariant under any real orthogonal mixing of the three orbitals, while the last term is not, as $U(\theta)$ shows. Under a unitary mixing $T$ the term $\delta_{ab}\delta_{cd}$ becomes $(T^\dagger T^*)_{ab}(T^{\mathsf T}T)_{cd}$, which is unchanged only if $T$ is a real orthogonal matrix times a common phase. For any other mixing, such as the $l_z$ basis or a spin–orbit basis, the tensor must be transformed.

In $H$, the exchange elements give $\frac J2c^\dagger_{a\sigma}c^\dagger_{b\sigma'}c_{a\sigma'}c_{b\sigma}$. For $\sigma=\sigma'$, swapping the annihilators yields $-n_{a\sigma}n_{b\sigma}$; for $\sigma\neq\sigma'$, moving $c_{a\sigma'}$ past $c^\dagger_{b\sigma'}$ yields a minus sign. In every pattern each distinct term arises twice, cancelling the $\frac12$:

$$H=U\sum_an_{a\uparrow}n_{a\downarrow}+U'\sum_{a\ne b}n_{a\uparrow}n_{b\downarrow}+(U'-J)\sum_{a<b,\sigma}n_{a\sigma}n_{b\sigma}$$

$$\quad-J\sum_{a\ne b}c^\dagger_{a\uparrow}c_{a\downarrow}c^\dagger_{b\downarrow}c_{b\uparrow}+J\sum_{a\ne b}c^\dagger_{a\uparrow}c^\dagger_{a\downarrow}c_{b\downarrow}c_{b\uparrow}.$$

The two-electron levels are the eigenvalues of $V_{(ab),(cd)}$ as a $9\times9$ matrix. Each pair $\{|ab\rangle,|ba\rangle\}$ has diagonal $U'$ and off-diagonal $J$, giving $U'-J$ (antisymmetric in space, hence the spin triplet $^3T_1$) and $U'+J$ (singlet $^1T_2$). The block $\{|aa\rangle\}$ has diagonal $U$ and off-diagonal $J$, giving $U+2J$ for the equal-weight vector ($^1A_1$) and $U-J$ twice ($^1E$). The $^1E$ level lies $D$ above $^1T_2$. For $D=0$ the spectrum is $U-3J$, $U-J$, $U+2J$ with 9, 5 and 1 states.

The shell averages run over all five real orbitals, for which $\sum_aY_a(\mathbf n)Y_a(\mathbf n')=\frac5{4\pi}P_2(\mu)$. At $\mathbf n'=\mathbf n$ the summed density is constant, so only $k=0$ survives and $U_{\rm av}=\frac1{25}\sum_{ab}V_{abab}=F^0$. For exchange, $\sum_{ab}a_k(abba)=\frac{25}{16\pi^2}\,8\pi^2\int P_2^2P_k\,d\mu$. Matching powers of $\mu$ gives $P_2^2=\frac15+\frac27P_2+\frac{18}{35}P_4$, so the sums are $25\cdot\frac15=5$, $5\cdot\frac27=\frac{10}7$ and $\frac{25}9\cdot\frac{18}{35}=\frac{10}7$. Defining $U_{\rm av}-J_{\rm av}=\frac1{20}\sum_{ab}(V_{abab}-V_{abba})$ gives $\frac1{20}[25F^0-5F^0-\frac{10}7(F^2+F^4)]$, so $J_{\rm av}=(F^2+F^4)/14$. With $\eta=F^4/F^2$,

$$U=U_{\rm av}+\tfrac87J_{\rm av},\qquad \frac J{J_{\rm av}}=\frac{14(27+20\eta)}{441(1+\eta)}=\frac{2(27+20\eta)}{63(1+\eta)},$$

which decreases with $\eta$. For the Coulomb kernel $5/9<\eta<1$. The upper bound is $F^4<F^2$. For the lower one, put $u=\ln r$, $v=\ln s$, so that $r_<^k/r_>^{k+1}=(rs)^{-1/2}e^{-\kappa|u-v|}$ with $\kappa=k+\frac12$. The Fourier transform of $e^{-\kappa|u|}$ is $2\kappa/(\kappa^2+q^2)$, so $F^k\propto\int|\tilde g(q)|^2\,\kappa/(\kappa^2+q^2)\,dq$ with $g=R^2r^{5/2}$, and $\eta$ is a positively weighted mean of $\frac95\,\frac{25/4+q^2}{81/4+q^2}\ge\frac59$. Hence $J/J_{\rm av}$ lies between $47/63=0.746$ and $7/9=0.778$.

## Worked example: the 3d orbital of Zn$^{2+}$

The ion (3d$^{10}$, spherical) is computed by restricted Hartree–Fock in the def2-TZVP basis. It only supplies a radial function, with $\langle r\rangle=45.5$ pm; the integrals are bare, without screening or orbital relaxation, and are not parameters for a solid. Radial quadrature gives $F^0=4.716$, $F^2=2.169$, $F^4=1.347$ aJ and $\eta=0.621$. Then

$$U=4.716+0.177+0.110=5.003\ \text{aJ}\ (31.2\ \text{eV}),$$

$$U'=4.716-0.089-0.012=4.615\ \text{aJ}\ (28.8\ \text{eV}),$$

$$J=0.133+0.061=0.194\ \text{aJ}\ (1.21\ \text{eV}),$$

and $U-2J=5.003-0.388=4.615$ aJ. The Racah route gives $3B+C=3(0.0290)+0.1069=0.194$ aJ. Two electrons confined to the three frozen t2g orbitals have interaction energies of 4.42, 4.81 and 5.39 aJ. The shell value is $J_{\rm av}=(2.169+1.347)/14=0.251$ aJ, so $J$ is 23% below $J_{\rm av}$. The numerical check after this appendix tests all 81 elements against analytic Gaussian integrals, and the angular coefficients against direct quadrature and the projected complex tensor; $|D|$ from the integrals is at rounding level.

For the short-range kernel $\mathrm{erfc}(d/L)/d$, with $d=|\mathbf r-\mathbf r'|$ and $L=200$ pm, the results are $U=3.755$, $U'=3.368$, $J=0.194$ aJ, again with $D=0$. $F^0$ drops from 4.716 to 3.468 aJ, $F^2$ from 2.169 to 2.167 aJ, and $F^4$ is unchanged in the printed digits. The reason is that the removed part, $\mathrm{erf}(d/L)/d$, is $1/L$ times a power series in $d^2/L^2$, and $d^2=r^2+s^2-2rs\mu$ is linear in $\mu$; a $P_k$ component therefore first appears at order $(rs/L^2)^k$, with $(45.5/200)^2\approx0.05$ as the scale. This holds for $L$ large against the orbital.

## Where the result fails

**Orbitals with ligand weight.** Take a normalized Gaussian d orbital with factor $e^{-r^2/w^2}$, $w=60$ pm, and six sites at 200 pm on the cube axes carrying normalized p Gaussians with $w=80$ pm. The antibonding combination is $\phi_{xy}\propto d_{xy}-\lambda[p_y^{+x}-p_y^{-x}+p_x^{+y}-p_x^{-y}]$, with superscripts naming the site, and cyclically for the others. The set is real, orthogonal and cubic, so the three-parameter form and $U(\theta)$ remain valid. But $\phi_\theta$ keeps its ligand weight on the axes, whereas a rotated copy of $\phi_{xz}$ would not, so nothing forces $D=0$. For $\lambda=0$ the model gives $U=2.957$, $U'=2.652$, $J=0.152$ aJ and $D=0$. For $\lambda=0.3$,

$$D=2.1357-1.9388-2(0.0886)=0.0197\ \text{aJ}\ (0.12\ \text{eV}),$$

and $^1E$ (2.047 aJ) separates from $^1T_2$ (2.027 aJ). In this model $D$ is about 0.9% of $U$ but 22% of $J$, and $J$ sets the multiplet spacing. For Wannier-type orbitals, or for a screened interaction that has only the symmetry of the crystal, $U$, $U'$ and $J$ should be computed separately and $D$ reported.

**The projection itself.** The full tensor couples t2g states to states with eg electrons. In the Zn$^{2+}$ example the part of $V|^3T_1\rangle$ outside the t2g$^2$ space has norm $W=6B=0.174$ aJ, comparable to $J$. The norm depends on the term: it is $2\sqrt3B=0.100$ aJ for $^1T_2$ and $^1E$, and $\sqrt6(2B+C)=0.404$ aJ, about $2J$, for $^1A_1$. The terms $^3T_1$ and $^1T_2$ couple to states with one eg electron, $^1E$ and $^1A_1$ to states with two. Dropping this coupling neglects, in second-order perturbation theory, a shift of order $W^2/\Delta$, where $\Delta$ is the energy distance to the coupled states. The shift is downward if those states lie higher and upward if they lie lower. The three-orbital Hamiltonian therefore requires $\Delta$ large against $W$ for every term that matters at the filling in question, and the norms above are those for two electrons; in the free-ion limit the full five-orbital tensor is needed.

## Numbers as computed

```
h0, h2 of x^2y^2: 1/15 , x**2/21 + y**2/21 - 2*z**2/21
h0, h2 of xyz^2 : 0 , x*y/7
U  <pp'>, <h0h0'>, <h2h2'>, <h4h4'> = 1/105 1/225 4/2205 4/1225
U  a_0, a_2, a_4 = 1 4/49 4/49
U' <pp'>, <h0h0'>, <h2h2'>, <h4h4'> = 1/315 1/225 -2/2205 -4/11025
U' a_0, a_2, a_4 = 1 -2/49 -4/441
J  <pp'>, <h0h0'>, <h2h2'>, <h4h4'> = 1/315 0 1/735 4/2205
J  a_0, a_2, a_4 = 0 3/49 20/441
e^2/(4 pi eps0 a0) = 4.359745 aJ
Zn2+ RHF/def2-TZVP total energy = -7746.904 aJ
3d <r> = 45.52 pm
F0 = 4.71616 aJ
F2 = 2.16869 aJ
F4 = 1.34667 aJ
F4/F2 = 0.6210 (dimensionless)
4F2/49 = 0.17704 aJ, 4F4/49 = 0.10993 aJ
3F2/49 = 0.13278 aJ, 20F4/441 = 0.06107 aJ
2F2/49 = 0.08852 aJ, 4F4/441 = 0.01221 aJ
U  formula = 5.00313 aJ, integrals = 5.00313 aJ = 31.227 eV
U' formula = 4.61542 aJ, integrals = 4.61542 aJ = 28.807 eV
J  formula = 0.19385 aJ, integrals = 0.19385 aJ = 1.210 eV
U - 2J = 4.61542 aJ, |D| = 1.2e-16 aJ
levels 3T1 = 4.42157 aJ, 1T2 and 1E = 4.80928 aJ, 1A1 = 5.39083 aJ
Racah A = 4.56653 aJ, B = 0.02899 aJ, C = 0.10688 aJ
shell averages U_av = 4.71616 aJ, J_av = 0.25110 aJ
J/J_av = 0.7720 (dimensionless), U - U_av = 0.28697 aJ
dropped coupling of 3T1(t2g^2) to states with eg = 0.17394 aJ
erfc kernel range L = 200 pm
erfc F0 = 3.46833 aJ, F2 = 2.16744 aJ, F4 = 1.34667 aJ
erfc U = 3.75520 aJ, U' = 3.36765 aJ, J = 0.19377 aJ
erfc |D| = 0.0e+00 aJ
model: bond = 200 pm, Gaussian exp(-r^2/w^2), w_d = 60 pm, w_p = 80 pm
lambda = 0.0: U = 2.95707 aJ, U' = 2.65233 aJ, J = 0.15237 aJ
lambda = 0.0: D = 0.00000 aJ = 0.0000 eV, D/J = 0.0000
lambda = 0.3: U = 2.13566 aJ, U' = 1.93877 aJ, J = 0.08858 aJ
lambda = 0.3: D = 0.01972 aJ = 0.1231 eV, D/J = 0.2226
d-p overlap per ligand = 0.0397 (dimensionless)
lambda = 0.3: 1E = 2.04707 aJ, 1T2 = 2.02735 aJ
```
